# Core-level multiplet spectra by Lanczos recursion: moments, broadening and lost orthogonality

An X-ray photon lifts a 3d electron of a rare-earth ion into the open 4f shell. The core hole and the 4f electrons then interact through Coulomb and spin-orbit forces, and the absorption edge breaks up into many lines. Because the core hole decays quickly, each line is broadened, and the observed curve is much smoother than the list of levels beneath it. How much of the final-state Hamiltonian must be worked out to obtain that curve?

## The quantity and a test case

Let $g$ be the ground state and $D_q$, with $q=-1,0,1$, the components of the dipole operator. Let $H$ be the real symmetric Hamiltonian of the final configuration. With $\phi$ the dipole-excited state and $N^2=\phi^T\phi$,

$$I(\omega)=-\frac1\pi\,\mathrm{Im}\,G(z),\qquad G(z)=\phi^T(z-H)^{-1}\phi,\qquad z=\omega+i\Gamma .$$

In the eigenbasis of $H$ this is a sum of Lorentzians $(\Gamma/\pi)/[(\omega-E_n)^2+\Gamma^2]$, weighted by the squared components of $\phi$. Thus $\Gamma>0$ is the half width at half maximum. The energy $\omega$ is counted from the average energy of the final configuration.

For an isotropic sample one start vector suffices. Take $g$ with definite $J,M_J$ and set $\phi=3^{-1/2}\sum_q D_q g$. The three parts have different $M_J$, which $H$ conserves, so their cross terms vanish. By the Wigner-Eckart theorem a level $J'$ receives the weight

$$\frac13|\langle J'\|D\|J\rangle|^2\sum_{q,M'}\begin{pmatrix}J'&1&J\\-M'&q&M_J\end{pmatrix}^2=\frac{|\langle J'\|D\|J\rangle|^2}{3(2J+1)},$$

which does not depend on $M_J$.

The test case is $3d^{10}4f^2\to3d^94f^3$ with round parameters, in eV:

- 4f-4f: $F^2,F^4,F^6=12,8,6$
- 3d-4f: $F^2,F^4=8,4$ and $G^1,G^3,G^5=6,3.5,2.5$
- spin-orbit constants: 7 for 3d and 0.1 for 4f

There is no crystal field, no configuration mixing and no thermal population. The terms $F^0$ and the d-d repulsion are constant within the configuration and are dropped. The ground level has $J=4$. Starting from $M_J=4$, the final sectors $M_J=3,4,5$ contain $287+226+165=678$ determinants.

With the radial dipole integral set to 1, the total weight follows from counting holes. The squared angular integrals between all d and f orbitals, summed over $q$, give $5\cdot7\cdot\frac{3}{35}=3$. Rotational invariance shares this equally among seven f orbitals, and spin is conserved, so each f hole contributes $3/7$. Twelve holes and the factor $1/3$ give $N^2=12/7=1.7143$.

## What goes wrong with the direct routes

Dense diagonalisation delivers every level. For dimension $D$ it stores $D^2$ numbers and needs of order $D^3$ operations, and it resolves lines that $\Gamma$ then blurs. At $D=678$ this is easy, and it supplies the reference spectrum used below. It does not scale to large configurations.

A cheaper idea is to apply $H$ repeatedly and use the vectors $\phi,H\phi,H^2\phi,\dots$. In the eigenbasis the components of $H^k\phi$ carry factors $E_n^k$, so the energies of largest modulus dominate and successive vectors become nearly parallel. The information is present but badly represented.

The cure is to orthogonalise as one goes. Put $v_1=\phi/N$ and orthonormalise each new $Hv_j$ against the earlier vectors. For $i<j-1$, $Hv_i$ lies in the span of $v_1,\dots,v_{i+1}$, so $v_i^THv_j=(Hv_i)^Tv_j=0$. Three terms remain:

$$Hv_j=b_{j-1}v_{j-1}+a_jv_j+b_jv_{j+1},\qquad a_j=v_j^THv_j .$$

Here $b_j>0$ normalises $v_{j+1}$. Let $V$ have columns $v_1,\dots,v_M$, and let $T_M$ be the tridiagonal matrix of the $a_j$ and $b_j$. Then

$$HV=VT_M+b_Mv_{M+1}e_M^T. \tag{1}$$

This is the Lanczos recursion. It needs one product with $H$ per step and a few stored vectors.

## From coefficients to a spectrum

The approximation is $G_M=N^2x_1$, where $(z-T_M)x=e_1$. Row $j>1$ reads $-b_{j-1}x_{j-1}+(z-a_j)x_j-b_jx_{j+1}=0$. Writing $x_j=b_{j-1}r_jx_{j-1}$ gives $r_j=1/(z-a_j-b_j^2r_{j+1})$, with $r_M=1/(z-a_M)$. The first row gives $x_1=r_1$, so

$$G_M=\cfrac{N^2}{z-a_1-\cfrac{b_1^2}{z-a_2-\cdots}} .$$

Evaluated from the bottom, this must be restarted whenever $M$ grows. Elimination from the top avoids that. Its pivots are

$$d_1=z-a_1,\qquad d_{M+1}=z-a_{M+1}-b_M^2/d_M .$$

They cannot vanish: if $\mathrm{Im}\,d_M>0$, then $-b_M^2/d_M$ has positive imaginary part, so $\mathrm{Im}\,d_{M+1}\ge\Gamma$. Let $y_M$ be the last component of $x$. Forward elimination gives $y_1=1/d_1$ and $y_{M+1}=b_My_M/d_{M+1}$.

In the enlarged system the first $M$ rows read $(z-T_M)x'=e_1+b_My_{M+1}e_M$. Since $(z-T_M)^{-1}$ is symmetric, its $(1,M)$ element is $y_M$. Hence

$$G_{M+1}=G_M+N^2b_My_My_{M+1}=G_M+\frac{N^2(b_My_M)^2}{d_{M+1}} .$$

One forward pass therefore yields every approximation in turn.

In the example $a_1=5.145$ eV is the centroid and $b_1=8.644$ eV the standard deviation of the line spectrum. With $a_2=3.370$ eV, two steps place poles at

$$\tfrac12(5.145+3.370)\pm\sqrt{(0.887)^2+(8.644)^2}=4.258\pm8.690\ \text{eV},$$

that is, at $-4.43$ and $12.95$ eV. Their separation is 17.4 eV; for comparison, the spin-orbit splitting of a bare 3d hole is $\frac52\cdot7=17.5$ eV. So close a match should not be expected in general, because the Coulomb terms also shift and spread the lines. Two poles give only a coarse picture, which later steps refine.

## What is conserved

Define $\mu_k=\phi^TH^k\phi$. The vector $T_M^ke_1$ reaches no further than position $k+1$, so the last term of (1) does not act until the $M$th application of $H$:

$$H^kv_1=VT_M^ke_1\ (k<M),\qquad H^Mv_1=VT_M^Me_1+b_1\cdots b_M\,v_{M+1}.$$

For $k\le2M-1$, split $H^k$ into a power below $M$ and a power of at most $M$. The extra vector is orthogonal to $V$ and drops out, so $G_M$ conserves the $2M$ moments $\mu_0,\dots,\mu_{2M-1}$. For $k=2M$ it meets itself:

$$\mu_{2M}-\mu_{2M}^{(M)}=N^2b_1^2\cdots b_M^2 .$$

The derivation also holds for $(H-c)/h$, with each $b_j$ replaced by $b_j/h$. Let $c=3.321$ eV and $h=15.629$ eV be the centre and half width of the full range of levels in the three sectors. For $M=5$ the tenth scaled moment is $0.0295574$ from $H$ and $0.0287476$ from the five poles. The difference, $8.098\times10^{-4}$, agrees with the product formula.

For the Chebyshev polynomial $\mathcal T_{2M}$, whose leading coefficient is $2^{2M-1}$, the defect is $\frac{N^2}{2}\prod_{j\le M}(2b_j/h)^2$. It is positive until the recursion ends, but it can become very small.

In exact arithmetic the end comes when $M$ equals the number of distinct energies present in $\phi$, because no further independent vector can be built from them. Here these are the levels with $J'=3,4,5$, and there are 176.

## When to stop

Conserved moments do not by themselves say how accurate the curve is. Let $u=Vx$ approximate $(z-H)^{-1}v_1$. By (1) its residual is

$$r=v_1-(z-H)u=b_My_Mv_{M+1}.$$

Write $R=(z-H)^{-1}$. From $Rv_1=u+Rr$ and $v_1^T=u^T(z-H)+r^T$,

$$v_1^TRv_1=v_1^Tu+u^Tr+r^TRr .$$

These are transposes without complex conjugation. The middle term vanishes because $v_{M+1}$ is orthogonal to $V$. Therefore

$$G-G_M=N^2(b_My_M)^2\,v_{M+1}^TRv_{M+1},\qquad |G-G_M|\le\frac{N^2|b_My_M|^2}{\Gamma}, \tag{2}$$

since no eigenvalue of $R$ exceeds $1/\Gamma$ in modulus. The bound uses quantities already present in the forward pass, and dividing it by $\pi$ bounds the error of $I$. It can be loose. For $M=20$ and $\Gamma=0.4$ eV the largest error of $G$ on the energy grid is 0.29 eV$^{-1}$, where the bound gives 5.9 eV$^{-1}$.

To see the role of broadening without using the Lanczos coefficients, set $w=(z-c)/h$ and $s=\sqrt{w^2-1}$, with the sign of $s$ chosen so that $\rho=|w+s|>1$. Let $t=1/(w+s)$. Then $1+t^2=2tw$ and $1-t^2=2ts$, and summing the geometric series for $\mathcal T_k(\cos\theta)=\cos k\theta$ gives

$$\frac12+\sum_{k\ge1}t^k\mathcal T_k(x)=\frac{1-t^2}{2(1-2tx+t^2)}=\frac{s}{2(w-x)} .$$

So $1/(w-x)$ is $2/s$ times this series. Terms with $k<2M$ are integrated correctly by the $M$ poles. The rest is at most $(2/|s|)\rho^{-2M}/(1-\rho^{-1})$ for $|x|\le1$. It enters once through the true lines and once through the poles, each of total weight $N^2$, and $G$ carries a factor $1/h$:

$$|G-G_M|\le\frac{4N^2\rho^{-2M}}{h|s|(1-\rho^{-1})}. \tag{3}$$

At the band centre $w=i\Gamma/h$, so $\ln\rho=\operatorname{arsinh}(\Gamma/h)$. The sufficient number of steps grows as $h/\Gamma$, up to a logarithm. For $\Gamma=0.4$ eV, $\ln\rho=0.0256$, and the bound falls tenfold every $2.303/0.0512\approx45$ steps.

The table gives the first $M$ at which the largest error of $I$ falls below $10^{-3}$ of the peak height. The error is sampled on 1201 energies, from 3 eV below the lowest reached line to 3 eV above the highest. "Actual" refers to a run in which each new vector is orthogonalised again against all earlier ones; "plain" uses the three-term recursion alone. The middle columns give the first $M$ at which each bound guarantees that accuracy on these energies; bound (2) can also rise above the limit again later. The error does not fall steadily, so it can exceed the limit again after the first success, at small $\Gamma$ for ten steps or so. The counts from the two runs also depend on rounding: another order of the same operations can shift them by about ten steps at $\Gamma=0.1$ eV and by a few steps at intermediate $\Gamma$, and it shifts the column for bound (2) by a few steps. A fourfold finer energy grid can move a count by a further two steps or so.

| $\Gamma$ (eV) | actual | bound (2) | bound (3) | plain |
|---|---|---|---|---|
| 0.1 | 191 | 212 | 798 | 188 |
| 0.2 | 131 | 169 | 395 | 133 |
| 0.4 | 84 | 109 | 195 | 82 |
| 0.8 | 47 | 59 | 96 | 47 |

Bound (3) doubles as $\Gamma$ halves. The actual count grows more slowly, and at small $\Gamma$ it still contains a cost of rounding. A reorthogonalised recursion on a diagonal matrix of the 176 reached lines alone mimics exact arithmetic, and it needs 163, 126, 84 and 47 steps. Bound (3) must hold for any set of lines within the interval, so it need not be sharp for this one. At $\Gamma=0.4$ eV and 14.467 eV, the highest point on the energy grid, the exact value of $I$ is 0.2576 eV$^{-1}$. The fraction gives 0.0392, 0.1038, 0.2626 and 0.2588 eV$^{-1}$ for $M=5,10,20,40$.

## What rounding does to the vectors

The three-term recursion relies on orthogonality that it never enforces. In floating arithmetic (1) acquires a small matrix $F$ on the right. Write $V^TV=1+U+U^T$, with $U$ strictly upper triangular and normalisation errors neglected here. Multiply (1) by $V^T$ and subtract the transpose. Since $V^THV$ is symmetric,

$$T_MV^TV-V^TVT_M=b_M\left(V^Tv_{M+1}e_M^T-e_Mv_{M+1}^TV\right)+V^TF-F^TV .$$

Take the upper triangle. Because $T_M$ is tridiagonal, $T_MU-UT_M$ is upper triangular, so

$$T_MU-UT_M=b_MV^Tv_{M+1}e_M^T+K .$$

Here $K$ collects the rounding terms, including those on the diagonal from overlaps of neighbouring vectors, which the recursion keeps at rounding size. The neglected normalisation errors would add terms of the same size.

Now let $T_M\sigma=\theta\sigma$ with $\sigma^T\sigma=1$. Between $\sigma^T$ and $\sigma$ the left side is $\theta\sigma^TU\sigma-\theta\sigma^TU\sigma=0$. For the Ritz vector $q=V\sigma$ this leaves

$$q^Tv_{M+1}=-\frac{\sigma^TK\sigma}{b_M\sigma_M}.$$

By (1), $b_M|\sigma_M|$ is also the residual norm of the pair $(\theta,q)$, apart from rounding. Orthogonality is thus lost towards Ritz vectors that have converged.

In the plain run the first vector to overlap an earlier one by more than $10^{-8}$ is number 56. Its largest overlap with a Ritz vector is $1.8\times10^{-8}$, and that pair has residual $4.4\times10^{-9}$ eV. The product, $8\times10^{-17}$ eV, is of rounding size. Different rounding moves this onset by a few steps. An overlap above 0.5 with a single earlier vector first appears at number 267, but this number depends strongly on rounding. A Ritz vector is spread over many $v_j$, and the loss towards it becomes large much earlier.

A converged direction can then re-enter and produce repeated poles. After 1056 plain steps, 11 poles lie within $10^{-5}$ eV of the lowest reached line and 5 within that distance of the strongest, at 14.443 eV. Some of these copies coincide to rounding accuracy, so the division of weight among them is arbitrary: one eigensolver puts nearly all of it on a single copy, another spreads it over several. Only the sum has meaning. It is 0.22127 and agrees with the weight from dense diagonalisation. For all 21 lines above 1% of $N^2$, the summed pole weights are correct to $2.4\times10^{-14}$.

## Why the curve survives, and what to implement

For every $M$ up to 286, the plain run conserves the Chebyshev moments below $2M$ to $\delta=1.1\times10^{-12}$. This is a numerical finding for this Hamiltonian, and different rounding can change $\delta$ by a factor of two. Its consequence follows from the series behind (3): with the poles inside the interval (here they leave it by no more than about $10^{-13}$ eV), moment errors of at most $\delta$ add no more than

$$\frac{2\delta}{h|s|(1-\rho^{-1})}$$

to the bound. At the band centre with $\Gamma=0.4$ eV this is about $6\times10^{-12}$ eV$^{-1}$. The loss of orthogonality therefore adds almost nothing to bound (3). For small $\Gamma$ this alone does not settle the matter: at $M=286$ and $\Gamma=0.1$ eV, bound (3) still allows an error of $I$ of 0.7 of the peak height. There the evidence is direct comparison with the dense spectrum. After 1056 plain steps the largest error of $I$ is below $10^{-13}$ of the peak for all four values of $\Gamma$ in the table.

It does cost steps when high accuracy is wanted. To reach $10^{-8}$ of the peak, the reorthogonalised and plain runs need 236 and 257 steps at $\Gamma=0.1$ eV, but 108 and 109 at 0.8 eV. This difference is not the full cost of rounding, since exact arithmetic would need at most 176 steps; the recursion on the 176 lines alone needs 175 and 107. At $10^{-3}$ the two runs differ by a few steps at most, no more than rounding alone can shift either count, so the table cannot rank them.

Reorthogonalisation does not restore exact arithmetic either. Consider an eigenvector of energy $\lambda$ that is orthogonal to $\phi$. It may belong to a level that $\phi$ does not reach, or it may be a combination of degenerate states of a level that $\phi$ does reach. The component $\gamma_j$ of $v_j$ along it obeys

$$b_j\gamma_{j+1}=(\lambda-a_j)\gamma_j-b_{j-1}\gamma_{j-1}$$

plus rounding. It should remain zero, but rounding seeds it and the recursion can amplify it. Orthogonality to earlier vectors does not forbid this. In the reorthogonalised run, vector 154 is the first to lie mostly outside the space that exact arithmetic would allow; the precise number depends on rounding. The expected end at $b_{176}=0$ is not seen: the smallest $b_j$ up to there is 2.4 eV. This is how 191 steps can be needed for a spectrum of 176 lines. A vanishing $b_j$ is therefore not a dependable stopping signal.

For a broadened spectrum the resulting scheme is the plain recursion, with a forward pass at each energy and the right side of (2) monitored until it is below the wanted error. In a plain run (2) is only an estimate, because its derivation used orthonormal vectors, both in $v_1^Tu=x_1$ and in $u^Tr=0$. A curve that stays unchanged over further steps supports the estimate but does not prove it. Reorthogonalisation is worth its storage when the vectors themselves are needed.

The coefficients do not depend on $z$, so $\Gamma$ may be changed, or made a function of $\omega$, without a new run. If different final states have different lifetimes, the effective Hamiltonian is no longer real symmetric, and the derivations of the bounds above no longer hold. Within the range of the levels, both bounds lose their force as $\Gamma\to0$, and the task becomes that of resolving individual levels.

All numerical values are calculated from the stated model.
